# Twin and Stacking-Fault Energies from Layer Counting in fcc Crystals

## Problem

An elemental fcc crystal is built from close-packed (111) layers. Each layer is a triangular net whose atoms can occupy one of three sets of lateral positions, A, B or C. Neighbouring layers never occupy the same set. Perfect fcc repeats ABCABC, so that any two next-nearest layers, such as A and C in ABC, occupy different positions. A next-nearest pair in equal positions, as in ABA, is called a stacking violation.

Take the layers as flat, rigid and equally spaced. The energy is a sum of pair energies between layers, truncated after next-nearest layers. Let \(\varepsilon\) be the energy per area of an equal next-nearest pair minus that of an unequal one.

(a) Find the energy of an arbitrary stacking relative to perfect fcc with the same number of layers.

(b) A coherent twin boundary joins two fcc crystals with opposite stacking order across a shared (111) layer. Find its energy \(\gamma_{\rm t}\). Can any other arrangement of layers join the two crystals with fewer violations?

(c) An intrinsic stacking fault forms when the upper part of a crystal slips over the lower part from one hollow position to the next. Find its energy \(\gamma_{\rm i}\) and the ratio \(\gamma_{\rm t}/\gamma_{\rm i}\). Find also the energy \(\gamma_{\rm e}\) of the extrinsic fault, made by inserting one layer.

(d) Add an interaction between third-neighbour layers. Which of the relations found in (c) survive?

(e) A model interconnect metal has cubic lattice constant \(a=0.36\) nm and \(\gamma_{\rm i}=45\) mJ/m². Find the twin energy and the energy of a twin boundary that spans a 40 nm × 80 nm line. Compare the latter with \(k_{\rm B}T\) at 378 K, and estimate the effects that the model neglects.

## Solution

### (a) Energy as a count of violations

Number the positions A, B, C as 0, 1, 2, and let \(\ell_i\) be the position of layer \(i\). Since neighbouring layers differ, each layer follows from the one below by a step

\[
\ell_{i+1}=\ell_i+s_i \pmod 3,\qquad s_i=\pm1 .
\]

The step \(+1\) takes A to B, B to C and C to A; the step \(-1\) does the reverse. Perfect fcc has all steps equal. The sequences \(+++\cdots\) and \(---\cdots\) are both fcc, with opposite stacking order.

Two steps connect next-nearest layers:

\[
\ell_{i+2}-\ell_i=s_i+s_{i+1}\pmod 3 .
\]

The sum on the right is \(2\), \(0\) or \(-2\), and only \(0\) is divisible by 3. The two layers are therefore equal precisely when \(s_{i+1}=-s_i\). A violation is a change of sign in the sequence of steps. As \(s_is_{i+1}\) is \(+1\) without a change and \(-1\) with one, a stack of \(N\) layers contains

\[
n_2=\sum_{i=1}^{N-2}\frac{1-s_is_{i+1}}{2}
\]

violations.

The nearest-layer energy must be dealt with next. A triangular net is unchanged by a rotation of 180° about the normal through one of its atoms. Applied to a pair of layers, this rotation turns the lateral offset \(\boldsymbol\tau\) of the upper layer into \(-\boldsymbol\tau\), and it changes no interatomic distance. Steps \(+1\) and \(-1\) therefore have the same energy \(U_1\). For the same reason, all unequal next-nearest pairs share one energy \(U_{\rm d}\). An equal pair has energy \(U_{\rm s}=U_{\rm d}+\varepsilon\).

With \(U_0\) the energy per area of a single layer, the total is

\[
\frac{E}{A}=NU_0+(N-1)U_1+(N-2-n_2)U_{\rm d}+n_2(U_{\rm d}+\varepsilon).
\]

The terms \(-n_2U_{\rm d}\) and \(+n_2U_{\rm d}\) cancel, which leaves

\[
\frac{E}{A}=NU_0+(N-1)U_1+(N-2)U_{\rm d}+n_2\varepsilon .
\]

Perfect fcc with the same \(N\) has the first three terms and \(n_2=0\). Hence

\[
\boxed{\frac{\Delta E}{A}=n_2\,\varepsilon .}
\]

The free surfaces drop out because both stacks lack the same numbers of neighbours at their ends.

The sign of \(\varepsilon\) decides which crystal is stable in this model. For \(\varepsilon>0\) every violation costs energy, and fcc is the lowest stacking. For \(\varepsilon<0\) the lowest stacking has as many violations as possible: its steps alternate, \(+-+-\), which is the hcp sequence ABAB. Since hcp has one violation per layer in the bulk, \(\varepsilon\) is also the energy difference between hcp and fcc per layer and per area. At \(\varepsilon=0\) all stackings are degenerate. From here on \(\varepsilon>0\).

### (b) The coherent twin boundary

Reflection of the stacking in one layer, here the middle A, gives

\[
\text{A B C A C B A},\qquad \text{steps } +\,+\,+\,-\,-\,- .
\]

There is one change of sign. The corresponding violation is CAC, centred on the mirror layer. Thus \(n_2=1\) and

\[
\gamma_{\rm t}=\varepsilon .
\]

To see whether fewer violations are possible, multiply the products \(s_is_{i+1}\) along the whole stack. Each violation contributes \(-1\) and every other triplet \(+1\), so the result is \((-1)^{n_2}\). In the same product every interior step appears twice and gives \(s_i^2=1\), while the first and last steps appear once. Therefore

\[
(-1)^{n_2}=s_1s_{N-1}.
\]

If the two ends have opposite stacking order, the right side is \(-1\) and \(n_2\) is odd. It cannot be zero. The single violation of the coherent twin is the minimum for any stack of layers that joins these two crystals.

### (c) The stacking faults and the ratio

Start from ABC|ABC and slip everything above the bar by one step \(+1\). The upper A becomes B, B becomes C and C becomes A:

\[
\text{A B C}\,|\,\text{A B C}\;\longrightarrow\;\text{A B C}\,|\,\text{B C A}.
\]

Relative positions within each block do not change, so all steps inside the blocks remain \(+1\). The step across the bar was C to A, which is \(+1\), and is now C to B, which is \(-1\):

\[
+\,+\,+\,+\,+\;\longrightarrow\;+\,+\,-\,+\,+ .
\]

One reversed step produces two changes of sign, one on each side of it. The violations are BCB and CBC. Hence

\[
\gamma_{\rm i}=2\varepsilon,
\qquad
\boxed{\frac{\gamma_{\rm t}}{\gamma_{\rm i}}=\frac{\varepsilon}{2\varepsilon}=\frac12 .}
\]

The direction of slip matters. The opposite slip would move the upper A to C, directly above the C below the bar, which the stacking rule forbids.

The extrinsic fault follows from inserting a B layer between C and A:

\[
\text{A B C B A B C},\qquad \text{steps } +\,+\,-\,-\,+\,+ .
\]

It has two reversed steps but again two changes of sign, at BCB and BAB. When it is compared with perfect fcc of the same final number of layers, \(\gamma_{\rm e}=2\varepsilon\).

These results have a common picture. A run of reversed steps is a thin slab of twinned crystal, and each of its two ends is a twin boundary. The intrinsic fault is such a slab with one reversed step, and the extrinsic fault is one with two. In this model a slab of any thickness costs \(2\varepsilon\), because interactions of this range do not let the two boundaries influence each other. The factor one half compares one boundary with two.

The assumption of pair energies can be relaxed. Suppose that the energy is a sum over triplets of successive layers and includes many-atom forces within each triplet. The 180° rotation reverses both steps of a triplet, so \(++\) has the same energy as \(--\), and \(+-\) the same as \(-+\). Two triplet energies remain, one with a violation and one without, and the counting is unchanged. For rigid, equally spaced layers it is enough that no term in the energy involves more than three successive layers.

### (d) Third-neighbour layers

Layers \(i\) and \(i+3\) are separated by three steps whose sum is \(\pm3\) or \(\pm1\). They are equal when the sum is \(\pm3\), which requires three equal steps. In perfect fcc all third-neighbour pairs are therefore equal. Let \(\varepsilon_3\) be the energy per area of an unequal third-neighbour pair minus that of an equal one. The number \(n_3\) of unequal pairs is the number of windows of three successive steps that contain both signs.

- For the twin, the mixed windows are \(++-\) and \(+--\), so \(n_3=2\).
- For the intrinsic fault, they are the three windows that contain the reversed step, so \(n_3=3\).
- For the extrinsic fault, they are \(++-\), \(+--\), \(--+\) and \(-++\), so \(n_3=4\).

The energies become

\[
\gamma_{\rm t}=\varepsilon+2\varepsilon_3,\qquad
\gamma_{\rm i}=2\varepsilon+3\varepsilon_3,\qquad
\gamma_{\rm e}=2\varepsilon+4\varepsilon_3 .
\]

Doubling the first and subtracting the second gives

\[
2\gamma_{\rm t}-\gamma_{\rm i}
=(2\varepsilon+4\varepsilon_3)-(2\varepsilon+3\varepsilon_3)
=\varepsilon_3 ,
\]

and division by \(2\gamma_{\rm i}\) yields

\[
\frac{\gamma_{\rm t}}{\gamma_{\rm i}}=\frac12+\frac{\varepsilon_3}{2\gamma_{\rm i}} .
\]

The half is lost for the intrinsic fault. Its two twin boundaries are so close that they share a mixed window, and the fault costs \(\varepsilon_3\) less than two separate boundaries. The equality of \(\gamma_{\rm i}\) and \(\gamma_{\rm e}\) is lost as well, but \(\gamma_{\rm t}=\gamma_{\rm e}/2\) still holds. A fourth-neighbour term would break this relation too. Layers \(i\) and \(i+4\) are equal when their four steps sum to zero, which never happens in perfect fcc, happens once at a twin \((++--)\), and happens three times at an extrinsic fault \((++--,\;+--+,\;--++)\). Three is not twice one.

An explicit sum over atoms checks these counts. Let atoms at distance \(r\) interact through

\[
\phi(r)=V_0\,\frac{\cos(10r/a)}{(r/a)^3},
\]

cut off at a chosen range. This function serves as an illustration and is not fitted to a metal. The layer spacing is \(a/\sqrt3\), so next-nearest layers lie \(1.155a\) apart and third neighbours \(1.732a\) apart. With a range of \(1.70a\), no atom reaches a third-neighbour layer. An atom then has 1, 6 and 6 partners in an equal next-nearest layer, at \(r^2/a^2=4/3,\ 11/6,\ 17/6\), and 3, 3 and 6 partners in an unequal one, at \(r^2/a^2=3/2,\ 2,\ 5/2\). The difference of the two sums is \(\varepsilon=1.121\,V_0\) per surface site. The twin costs \(1.121\,V_0\) and the intrinsic fault \(2.241\,V_0\), in the ratio one half.

With a range of \(2.25a\), the same summation includes third-neighbour layers and more distant atoms in the next-nearest ones. It gives \(\varepsilon=0.197\,V_0\) and \(\varepsilon_3=0.710\,V_0\) per site. Then

\[
\frac{\gamma_{\rm t}}{\gamma_{\rm i}}
=\frac{0.197+2(0.710)}{2(0.197)+3(0.710)}
=\frac{1.62}{2.52}=0.64 .
\]

For this sharply cut function the third-neighbour term is larger than the next-nearest one, and the half fails. The size of the failure is set by the cutoff rather than by the form of \(\phi\). Each shell of atoms that enters the range changes \(\varepsilon\) and \(\varepsilon_3\) abruptly, so that the ratio is 0.39 for a range of \(2.10a\) and 0.53 for \(2.15a\); the short-range \(\varepsilon\) is just as sensitive and is negative for a range of \(1.3a\). If the cutoff is removed and all layers are included, \(\varepsilon\approx-0.25\,V_0\), \(\varepsilon_3\approx0.02\,V_0\) and the ratio is about 0.48. (Reversing the sign of \(V_0\) makes \(\varepsilon\) positive and leaves the ratio unchanged.)

### (e) Numbers for an interconnect metal

The truncated model gives

\[
\gamma_{\rm t}=\frac{45}{2}\ \text{mJ/m}^2=22.5\ \text{mJ/m}^2=0.140\ \text{eV/nm}^2 .
\]

A surface site occupies \(\sqrt3\,a^2/4=0.0561\) nm², so the twin costs 7.9 meV per site. A boundary across the line has area \(40\times80=3200\) nm² and energy

\[
0.1404\ \text{eV/nm}^2\times3200\ \text{nm}^2\approx449\ \text{eV}.
\]

At 378 K, \(k_{\rm B}T=32.6\) meV. This exceeds the energy per site, but the sites cannot choose their stacking separately: a flat boundary requires the whole plane to change together. The relevant energy is 449 eV, more than ten thousand times \(k_{\rm B}T\). In this model, twins that span such a line are not a thermal equilibrium population, and their presence has to be traced to the history of the metal, such as its growth, annealing or deformation.

Three neglected effects can be sized with trial values, which are not predictions for a particular metal.

**Longer range.** Hold \(\gamma_{\rm i}\) at 45 mJ/m² and set \(\varepsilon_3=x\varepsilon\). Then \(\gamma_{\rm t}=\gamma_{\rm i}(1+2x)/(2+3x)\). For \(x=+0.1\) this is \(45\times1.2/2.3=23.5\) mJ/m², and for \(x=-0.1\) it is \(45\times0.8/1.7=21.2\) mJ/m². The ratio moves to 0.52 or 0.47.

**Relaxed spacing.** Let one gap of height \(h=a/\sqrt3=0.208\) nm open by a fraction \(e\) under a linear driving force \(f\), with elastic modulus \(C\). The energy per area is \(-fe+\tfrac12Che^2\). It is lowest at \(e_0=f/(Ch)\), where inserting \(f=Che_0\) gives \(-\tfrac12Che_0^2\). For \(C=200\) GPa and \(e_0=1\%\) the gain is 2.1 mJ/m².

**Vibrations.** A mode of frequency \(\omega\) has free energy \(k_{\rm B}T\ln[2\sinh(\hbar\omega/2k_{\rm B}T)]\). Raising three modes per site, each with \(\hbar\omega=20\) meV, by 1% in one layer adds 2.9 mJ/m² at 378 K.

The last two amounts are 9% and 13% of the twin energy. If each violation contributes an equal share of the vibrational shift, that shift merely changes \(\varepsilon\), and the ratio remains one half. With \(\gamma_{\rm i}\) given, such shares are already contained in it. Only a part that does not add up violation by violation alters the predicted \(\gamma_{\rm t}\).

Relaxation is such a part. Suppose that each violation drives its two adjacent gaps with the same force \(f\), that the gaps respond independently, and that one gap under \(f\) gains \(g\). The twin gains \(2g\). In the intrinsic fault the middle gap belongs to both violations. It feels \(2f\) and gains \(4g\), because the gain grows as the square of the force, so the fault gains \(g+4g+g=6g\). Then \(\gamma_{\rm t}=\varepsilon-2g\) and \(\gamma_{\rm i}=2\varepsilon-6g\), which gives \(\gamma_{\rm t}=\gamma_{\rm i}/2+g\). With \(g=2.1\) mJ/m² the twin energy rises from 22.5 to 24.6 mJ/m², and the ratio becomes 0.55. This trial value is generous: a strain of 1% needs \(f=Che_0\approx0.42\) J/m², about \(18\varepsilon\). If \(\varepsilon\) falls with layer separation as \(\exp(-\kappa z)\), then \(f=\varepsilon\kappa h\). Taking \(\kappa=10.3/a\), the shortest reciprocal vector of the layer, gives \(e_0\approx0.3\%\), \(g\approx0.2\) mJ/m² and a ratio near 0.505.

The lattice constant and fault energy lie in the rough regime of copper, whose intrinsic fault energy is some tens of mJ/m² and whose coherent twin energy is roughly half as large. Real copper breaks the truncation, since forces carried by conduction electrons do not stop at the second layer; a third-neighbour term of 10% would move the twin energy by about 4 to 6%. Twin boundaries in real lines can also contain steps, whose energy is not counted here. The result concerns the energy of a flat boundary and does not determine how well electrons pass through it.

Numerical values quoted here were computed with a short program.
